# Origin Behaviour of Dirac Radial Functions for a Finite Nucleus

For an electron in the potential of a finite nucleus, the large radial component starts as $P\sim r^{l+1}$ and the small one as $Q\sim r^{\bar l+1}$. The ratio of the two leading coefficients is fixed by $E-V(0)$, and both series advance in steps of $r^2$ if and only if the potential is even in $r$.

## Conventions

Atomic units are used, and $E$ excludes the rest energy $c^2$. The potential energy $V(r)$ is local and central; nonlocal exchange is excluded. The spinor is $\psi=r^{-1}(P\,\Omega_\kappa,\ iQ\,\Omega_{-\kappa})$, with $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$ and the phase choice $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_\kappa=-\Omega_{-\kappa}$. Here $\kappa$ is a nonzero integer, $k=|\kappa|=j+\tfrac12$, and $l$, $\bar l$ are the orbital momenta of $\Omega_\kappa$, $\Omega_{-\kappa}$. From $l(l+1)=\kappa(\kappa+1)$ one has $l=k-1$, $\bar l=k$ for $\kappa<0$, and $l=k$, $\bar l=k-1$ for $\kappa>0$.

Since $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, one has $\boldsymbol\sigma\cdot\mathbf p=(\boldsymbol\sigma\cdot\hat{\mathbf r})(-i\partial_r+i\,\boldsymbol\sigma\cdot\mathbf L/r)$, so $\boldsymbol\sigma\cdot\mathbf p\,[(F/r)\Omega_\kappa]=(i/r)(F'+\kappa F/r)\,\Omega_{-\kappa}$. The Dirac equations $c\,\boldsymbol\sigma\cdot\mathbf p\,\phi=(E-V+2c^2)\chi$ and $c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=(E-V)\phi$ for the upper and lower halves then become, with $w=(E-V)/c$,
$$P'=-\frac{\kappa}{r}P+(w+2c)\,Q,\qquad Q'=\frac{\kappa}{r}Q-w\,P.\tag{1}$$

## Theorem

Let $V=\sum_m V_mr^m$ converge for $r<b_0$. Put $w_0=(E-V_0)/c$, $w_m=-V_m/c$ for $m\ge1$, and $K^2=w_0(w_0+2c)$.

(a) Up to a factor, (1) has one solution square integrable at the origin, $P=r^k\sum p_nr^n$, $Q=r^k\sum q_nr^n$, convergent for $r<b_0$. For $\kappa<0$, $q_0=0$ and $p_0\neq0$; for $\kappa>0$, $p_0=0$ and $q_0\ne0$. The component with nonzero $n=0$ term is called the leader, the other the follower.

(b) Let $c_n$ be the ratio to the leader's $n=0$ coefficient, taken in the follower for $n=1,3$ and in the leader for $n=2$. Then
$$\kappa<0:\quad c_1=\frac{q_1}{p_0}=-\frac{E-V_0}{c\,(2k+1)},\qquad c_3=-\frac{w_0c_2+w_2}{2k+3},\tag{2}$$
$$\kappa>0:\quad c_1=\frac{p_1}{q_0}=\frac{E-V_0+2c^2}{c\,(2k+1)},\qquad c_3=\frac{(w_0+2c)c_2+w_2}{2k+3},\tag{3}$$
and $c_2=-K^2/[2(2k+1)]$ for both signs.

(c) $P\sim r^{l+1}$ and $Q\sim r^{\bar l+1}$ whenever $c_1\neq0$. This holds for every normalizable state with $E>-2c^2$ if $V_0\le V(r)\le0$ for all $r$.

(d) $P/r^{l+1}$ and $Q/r^{\bar l+1}$ are series in $r^2$ if and only if all odd $V_m$ vanish. If $\mu$ is the lowest odd index with $V_\mu\ne0$, the first term of the wrong parity is in the follower at $n=\mu+1$, with ratio $c_{\mu+1}=-\operatorname{sgn}(\kappa)\,V_\mu/[c\,(2k+\mu+1)]$, independent of $E$. (For $\mu=1$ this follower ratio is a different quantity from the leader ratio $c_2$ of (b).)

## Lemma 1: the potential of a nuclear charge

Let $\rho(r)\ge0$ be the nuclear charge density, of total charge $Z$, with $\rho=\sum\rho_nr^n$ near the origin. Then $V_1=0$, $V_{n+2}=4\pi\rho_n/[(n+2)(n+3)]$, $V_0=-4\pi\int_0^\infty\rho\,s\,ds$, and $V_0\le V\le0$.

Proof. $V$ is minus the electrostatic potential, so $(r^2V')'=4\pi r^2\rho$, and with no point charge $V'=4\pi r^{-2}\int_0^r\rho s^2ds$. Term by term $V'=4\pi\sum\rho_nr^{n+1}/(n+3)$, which vanishes at $r=0$; one more integration gives $V_{n+2}$. As $V'\ge0$ and $V(\infty)=0$, $V$ rises from $V_0$ to zero. Exchanging the order of integration, $V_0=-\int_0^\infty V'dr=-4\pi\int_0^\infty\rho s^2\int_s^\infty r^{-2}dr\,ds=-4\pi\int_0^\infty\rho s\,ds$. ∎

In particular $V_2=2\pi\rho_0/3$ and $V_3=\pi\rho_1/3$, and $V$ is even when $\rho$ is. For the uniform sphere, $\rho=3Z/4\pi R^3$ inside $R$, so $V_0=-3Z/2R$, $V_2=Z/2R^3$, and the interior series ends there. For the Gaussian, $\rho=Z(\xi/\pi)^{3/2}e^{-\xi r^2}$ and $\int_0^\infty se^{-\xi s^2}ds=1/2\xi$ give $V_0=-2Z\sqrt{\xi/\pi}$ and $V_2=2Z\xi^{3/2}/3\sqrt\pi$. Both are even with unlimited radius of convergence, the sphere's series representing $V$ for $r\le R$. For the Fermi model $\rho=n_0/(1+e^{(r-c_F)/a})$, set $\epsilon=e^{-c_F/a}$. Then $\rho_0=n_0/(1+\epsilon)$ and $\rho_1=-n_0\epsilon/[a(1+\epsilon)^2]$, so
$$\frac{V_3}{V_2}=\frac{\rho_1}{2\rho_0}=-\frac{\epsilon}{2a(1+\epsilon)}\neq0.\tag{4}$$
The nearest poles of this $\rho$ lie at $r=c_F\pm i\pi a$, so convergence is assured for $r<|c_F+i\pi a|$.

## Lemma 2: the series solution

Insert $P=r^s\sum p_nr^n$, $Q=r^s\sum q_nr^n$ in (1). Because $w$ is bounded, the coupling terms start at $r^s$, and the order $r^{s-1}$ contains $(s+\kappa)p_0=0$ and $(s-\kappa)q_0=0$. A nonzero pair $(p_0,q_0)$ needs $s=\pm k$. For $s=k$ the order $r^{k+n-1}$ gives
$$(n+k+\kappa)\,p_n=2c\,q_{n-1}+\sum_{m=0}^{n-1}w_m\,q_{n-1-m},\qquad(n+k-\kappa)\,q_n=-\sum_{m=0}^{n-1}w_m\,p_{n-1-m}.\tag{5}$$
At $n=0$ the right sides are empty. For $\kappa=-k$ this reads $0\cdot p_0=0$ and $2k\,q_0=0$, so $p_0$ is free and $q_0=0$; for $\kappa=k$ the roles are exchanged. For $n\ge1$ the prefactor is $n$ for the leader and $n+2k$ for the follower, so every later coefficient is determined.

Claim: the series converge for $r<b_0$. Proof. Take $\sigma<b<b_0$. Convergence of $\sum w_mb^m$ gives $|w_m|\le Mb^{-m}$ for some $M$. With $a_n=\max(|p_n|,|q_n|)$, $C=M+2c$ and prefactors at least $n$, (5) gives $a_n\le(C/n)\sum_{m=0}^{n-1}b^{-m}a_{n-1-m}$. If $a_i\le A\sigma^{-i}$ for all $i<n$, then
$$a_n\le\frac Cn\,A\,\sigma^{-(n-1)}\sum_{m\ge0}\Big(\frac\sigma b\Big)^m=A\sigma^{-n}\,\frac{C\sigma}{n\,(1-\sigma/b)} .$$
The last factor is at most one beyond some $n_0$. Choosing $A$ to cover the finitely many $n\le n_0$ gives $a_n\le A\sigma^{-n}$ for all $n$ by induction, hence convergence for $r<\sigma$, and $\sigma$ may approach $b_0$. A convergent series may be differentiated term by term, so it solves (1). ∎

## Lemma 3: no other solution is admissible

Let $\psi_1=(P_1,Q_1)$ be the series solution, $\psi_2$ any solution, and $W=P_1Q_2-P_2Q_1$. In $W'=P_1'Q_2+P_1Q_2'-P_2'Q_1-P_2Q_1'$ the terms in $\kappa/r$ are $(-P_1Q_2+P_1Q_2+P_2Q_1-P_2Q_1)$, the terms in $w+2c$ are $Q_1Q_2-Q_2Q_1$, and those in $w$ are $-P_1P_2+P_2P_1$. All vanish, so $W$ is constant. If $W=0$ the two vectors are parallel at a point where $\psi_1\neq0$, and uniqueness for the linear system (1) at $r>0$ makes $\psi_2$ a multiple of $\psi_1$. If $W\neq0$, the Cauchy-Schwarz inequality $|W|\le|\psi_1||\psi_2|$ and the bound $|\psi_1|\le Dr^k$ near the origin give $|\psi_2|\ge|W|r^{-k}/D$. Then $\int_0|\psi_2|^2dr$ diverges, because $2k\ge2$. ∎

Lemmas 2 and 3 prove (a).

## Proof of (b)

For $\kappa=-k$, with $q_0=0$, (5) gives in turn
$$p_1=(w_0+2c)q_0=0,\qquad(1+2k)q_1=-w_0p_0,$$
$$2p_2=(w_0+2c)q_1+w_1q_0=-\frac{w_0(w_0+2c)}{2k+1}p_0,$$
$$(3+2k)q_3=-(w_0p_2+w_1p_1+w_2p_0)=-(w_0p_2+w_2p_0).$$
For $\kappa=k$, with $p_0=0$,
$$q_1=-w_0p_0=0,\qquad(1+2k)p_1=(w_0+2c)q_0,$$
$$2q_2=-(w_0p_1+w_1p_0)=-\frac{w_0(w_0+2c)}{2k+1}q_0,$$
$$(3+2k)p_3=(w_0+2c)q_2+w_1q_1+w_2q_0=(w_0+2c)q_2+w_2q_0.$$
Dividing by the leading coefficient gives (2), (3) and $c_2$. ∎

Thus, at given $E$, $c_1$ and $c_2$ see the potential through $V_0$ alone, and the curvature $V_2$ first enters $c_3$; for a bound state $E$ itself depends on the whole potential. The leading coefficient itself is free in (5); it is fixed by $\int(P^2+Q^2)dr=1$ and depends on the potential everywhere.

## Proof of (c)

The leader starts as $r^k$ and, if $c_1\ne0$, the follower as $r^{k+1}$. For $\kappa<0$ these are $P\sim r^k=r^{l+1}$ and $Q\sim r^{k+1}=r^{\bar l+1}$. For $\kappa>0$ they are $Q\sim r^k=r^{\bar l+1}$ and $P\sim r^{k+1}=r^{l+1}$.

It remains to show $c_1\neq0$. For $\kappa>0$, $E>-2c^2$ and $V_0\le0$ give $E-V_0+2c^2>0$. For $\kappa<0$, (1) gives $(PQ)'=P'Q+PQ'=(w+2c)Q^2-wP^2$, the $\kappa/r$ terms cancelling. The product $PQ$ vanishes at the origin by (a). At infinity it has a limit, because $w$ is bounded and the right side is therefore integrable, and the limit is zero because $|PQ|\le(P^2+Q^2)/2$ is integrable. Hence
$$\int_0^\infty(E-V)P^2dr=\int_0^\infty(E-V+2c^2)Q^2dr.\tag{6}$$
The weight on the right is positive, so the right side is positive unless $Q\equiv0$; in that case (1) forces $P\propto r^{-\kappa}$, whose square is not integrable on $(0,\infty)$. The left side is at most $(E-V_0)\int P^2dr$ since $V\ge V_0$. Therefore $E>V_0$. ∎

Lemma 1 supplies the hypothesis on $V$ for a bare nucleus. The argument from (6) nowhere uses the sign of $\kappa$, so $E>V_0$ holds for $\kappa>0$ as well. It follows that $Q/P<0$ near the origin for $\kappa<0$, $Q/P>0$ for $\kappa>0$, and $K^2>0$.

Where $c_1=0$ the statement fails. For $\kappa<0$, $E=V_0$ and $V_1=0$, one has $w_0=0$, so $q_1=p_2=0$, $q_2=0$ by (5), and (2) leaves $q_3/p_0=V_2/[c(2k+3)]$: $Q$ starts as $r^{\bar l+3}$ if $V_2\neq0$.

## Proof of (d)

Call a coefficient forbidden if it belongs to the leader with odd $n$ or to the follower with even $n$. By the powers found in (c), $P/r^{l+1}$ and $Q/r^{\bar l+1}$ are series in $r^2$ precisely when all forbidden coefficients vanish. The forbidden one at $n=0$ vanishes by (a). In (5) a term with even $m$, and the $2c$ term, ties index $n$ of one component to index $n-1-m$ of the other, which has the opposite parity. A forbidden coefficient is thereby tied to forbidden ones of lower index: odd leader to even follower, even follower to odd leader. If all odd $w_m$ vanish, induction on $n$ makes every forbidden coefficient zero.

Now let $\mu$ be the lowest odd index with $w_\mu\neq0$. For $n\le\mu$ the sums contain $m\le n-1<\mu$, so the induction still runs. At the even index $n=\mu+1$ the forbidden coefficient is the follower's. Its even-$m$ terms multiply leader coefficients of odd index $\mu-m\le\mu$, which vanish, and the one surviving term is $m=\mu$, multiplying the leader at index zero. Thus $(\mu+1+2k)q_{\mu+1}=-w_\mu p_0$ for $\kappa<0$ and $(\mu+1+2k)p_{\mu+1}=w_\mu q_0$ for $\kappa>0$. With $w_\mu=-V_\mu/c$ this is the stated nonzero ratio. ∎

For the Fermi model $\mu=3$ and $c_4=-\operatorname{sgn}(\kappa)V_3/[c(2k+4)]$.

## Remarks

1. Each half of the spinor is $r^lY_{lm}$, a polynomial in $x,y,z$, times $P/r^{l+1}$, and likewise for $Q$ with $\bar l$. A series in $r^2=x^2+y^2+z^2$ makes the product a power series in Cartesian coordinates, which is the meaning of alternating parity.

2. For constant $V=V_0$, applying $d/dr-\kappa/r$ to the first equation of (1) gives $P''-\kappa(\kappa+1)P/r^2=-K^2P$, and likewise $Q$ obeys this with $\kappa\to-\kappa$. So $P=rj_l(Kr)$ and $Q=\beta\,rj_{\bar l}(Kr)$. From $j_{\lambda+1}(x)/j_\lambda(x)\to x/(2\lambda+3)$, with $\lambda=k-1$, matching to $c_1$ gives $\beta K=-w_0$ for $\kappa<0$ and $K/\beta=w_0+2c$ for $\kappa>0$; for $w_0>0$ both read $\beta=\operatorname{sgn}(\kappa)\sqrt{w_0/(w_0+2c)}$. If $V_1=0$, as for any charge density with a power series at the origin (Lemma 1), the solution coincides through $n=2$ with this spherical wave of wave number $K$; a nonzero $V_1$ would add a follower term at $n=2$ by (d).

3. Kinetic balance, $Q=(P'+\kappa P/r)/2c$, replaces $w+2c$ by $2c$ in the first equation. For $\kappa>0$, $P=p_1r^{k+1}$ gives $q_0=(2k+1)p_1/2c$: the power is right, and $p_1/q_0=2c/(2k+1)$ is smaller than (3) by the factor $1+(E-V_0)/2c^2$. It would agree with (3) for $E-V_0\ll2c^2$, a regime that real nuclear radii do not reach: with a uniform sphere the factor is about 1.8 for the deuteron (rms radius $2.1\times10^{-5}$ Å), 2.9 for the proton ($0.84\times10^{-5}$ Å) and 24.8 in the example below.

4. For a point nucleus $w=Z/cr+E/c$ enters the order $r^{s-1}$: $(s+\kappa)p_0=(Z/c)q_0$ and $(s-\kappa)q_0=-(Z/c)p_0$. Multiplying, $s^2=\kappa^2-Z^2/c^2$, and both components start with the same power $\gamma=\sqrt{\kappa^2-Z^2/c^2}$. The theorem does not apply.

## Worked example

The system is a one-electron Dirac ion with $Z=80$ and round model parameters, an rms radius $5.5\times10^{-5}$ Å and a Fermi skin $a=5\times10^{-6}$ Å. The rms radius fixes $R=7.1005\times10^{-5}$ Å through $\langle r^2\rangle=3R^2/5$, $\xi=4.9587\times10^8$ Å$^{-2}$ through $\langle r^2\rangle=3/2\xi$, and, numerically, $c_F=6.6828\times10^{-5}$ Å. Finite-nucleus energies come from shooting. For the point nucleus with $\kappa=-1$, $P,Q\propto r^\gamma e^{-Zr}$ solves (1): Remark 4 fixes $Q/P=(\gamma-1)c/Z$, and the order $r^\gamma$ of the second equation then gives $E=cZ\,Q/P=c^2(\gamma-1)$, which also satisfies the first because $\gamma^2-1=-Z^2/c^2$. An energy $X$ enters (1) as the inverse length $X/c=(X/2c^2)\,2c$, with $2c^2=1\,021\,998$ eV and $2c=3\times172.640=517.92$ Å$^{-1}$.

For the sphere, $V_0/c=-3Z/2cR=-(240/274.072)/R=-1.2333\times10^4$ Å$^{-1}$, which is $V_0=-2.4336\times10^7$ eV, and $V_2=-V_0/3R^2=1.6090\times10^{15}$ eV/Å$^2$.

For $1s_{1/2}$ ($\kappa=-1$), $E=-96\,060.5$ eV against $-96\,115.8$ eV for the point nucleus, where $\gamma=0.8119$. Then $E-V_0=2.42398\times10^7$ eV, $w_0=23.718\times517.92=1.2284\times10^4$ Å$^{-1}$, and
$$c_1=-w_0/3=-4094.7\ \text{Å}^{-1}\quad(-2166.8\ \text{bohr}^{-1}).$$
With $K=1.25403\times10^4$ Å$^{-1}$, $c_2=-K^2/6=-2.6210\times10^7$ Å$^{-2}$. Next $w_0c_2=-3.2197\times10^{11}$ Å$^{-3}$ and $w_2=-(V_2/2c^2)\,2c=-8.1539\times10^{11}$ Å$^{-3}$, so $c_3=1.13736\times10^{12}/5=2.2747\times10^{11}$ Å$^{-3}$. At the surface $c_1R=-0.29074$, $c_2R^2=-0.13214$ and $c_3R^3=0.08143$, so
$$\frac QP\Big|_R\approx\frac{c_1R+c_3R^3}{1+c_2R^2}=\frac{-0.20931}{0.86786}=-0.24118 .$$
Direct integration gives $-0.24167$. Relative to that value the leading term alone is 20% too large in magnitude and the truncation at $n=3$ is 0.2% too small; sixty terms give $-0.24167221$, as does the integration. For $|E|\ll|V_0|$, (2) gives $c_1R\approx-Z/2c=-0.292$ whatever $R$ is, so the series varies on the scale of the nucleus. Normalization gives $p_0=9050$ Å$^{-3/2}$. Since $|\Omega_{-1}|^2=1/4\pi$, the density at the origin is $p_0^2/4\pi=6.518\times10^6$ Å$^{-3}$.

For $2p_{1/2}$ ($\kappa=1$), $E=-24\,621.4$ eV, the factor of Remark 3 is $24.788$, and
$$c_1=24.788\times172.640=4279.4\ \text{Å}^{-1}\quad(2264.6\ \text{bohr}^{-1}).$$
Here $Q\sim r$ leads and carries $\Omega_{-1}$, so the density at the origin is $q_0^2/4\pi$ with $q_0=1063.1$ Å$^{-3/2}$, that is $8.994\times10^4$ Å$^{-3}$, or 1.4% of the $1s_{1/2}$ value, and it comes from the small component alone. For $2p_{3/2}$ ($\kappa=-2$), $E-V_0=2.43136\times10^7$ eV gives $c_1=-23.790\times517.92/5=-2464.3$ Å$^{-1}$ ($-1304.0$ bohr$^{-1}$), and the density $\propto(r^2/r)^2$ vanishes at the origin.

The Gaussian of the same rms radius has $V_0=-2.8945\times10^7$ eV and a $1s_{1/2}$ energy of $-96\,061.1$ eV, about $0.5$ eV below the sphere's. Its $c_1=-4873.4$ Å$^{-1}$ ($-2578.9$ bohr$^{-1}$) exceeds the sphere's by 19% in magnitude, the ratio of the two values of $E-V_0$, $2.8849/2.4240$, as (2) requires.

For the Fermi model $\epsilon=1.568\times10^{-6}$ and $V_2=1.8289\times10^{15}$ eV/Å$^2$, so (4) gives $V_3=-1.8289\times10^{15}\times1.568\times10^{-6}/10^{-5}=-2.868\times10^{14}$ eV/Å$^3$. For $\kappa=-1$, $c_4=V_3/6c=-(2.8064\times10^8\times517.92)/6=-2.42\times10^{10}$ Å$^{-4}$, and $\kappa=1$ gives the opposite sign. Term by term, $c_4R^4=-6.2\times10^{-7}$ against $c_1R=-0.298$ (evaluated at the point-nucleus $1s$ energy), a ratio of $2\times10^{-6}$ that falls as $(r/R)^3$ inward. The comparison is one of single terms: $R$ lies slightly beyond $|c_F+i\pi a|\approx6.9\times10^{-5}$ Å, the range in which convergence was shown. Also, $c_4$ dominates the wrong-parity part only for $r\lesssim R/10$: with $R/a\approx14$ the later terms are larger ($c_6R^6=-6.1\times10^{-6}$), and the whole wrong-parity part of $Q$, summed from (5), is $2\times10^{-6}$ of the $c_1$ term at $r=R/2$ and $4\times10^{-4}$ at $r=0.9R$.

The numerical check integrates (1) from arbitrary data at tiny $r$ and around a circle in the complex $r$ plane, with no power assumed, and reads off the Taylor coefficients. For sphere and Gaussian with $\kappa=\pm1,\pm2,\pm3$ it confirms the powers, the vanishing of forbidden coefficients to $10^{-10}$ of the largest one, and $c_1,c_2,c_3$ to a relative $10^{-8}$; it confirms the Fermi $c_4$ above to a relative $2\times10^{-4}$, and identity (6) at each eigenvalue.

## Computed values

```
Z = 80, c = 137.035999 a.u., 2c^2 = 1021997.90 eV, point gamma(k=1) = 0.811906
rms radius = 5.5000e-05 A, sphere R = 7.100469e-05 A
Gaussian xi = 4.958678e+08 A^-2
Fermi c_F = 6.682769e-05 A, a = 5.00e-06 A, exp(-c_F/a) = 1.5683e-06
sphere: V0 = -2.433582e+07 eV, V2 = 1.608980e+15 eV/A^2
Gaussian: V0 = -2.894542e+07 eV, V2 = 4.784366e+15 eV/A^2
Fermi: V0 = -2.495439e+07 eV, V2 = 1.828886e+15 eV/A^2
Fermi: V3 = -2.868183e+14 eV/A^3
1s1/2 sphere: kappa = -1, l = 0, lbar = 1, E = -96060.541 eV, point E = -96115.843 eV
  E-V0 = 2.423976e+07 eV, K = 1.254034e+04 A^-1
  c1 formula = -4.0946858e+03 A^-1 (-2.166814e+03 bohr^-1), ODE = -4.0946858e+03 A^-1
  c2 formula = -2.6210039e+07 A^-2, ODE = -2.6210039e+07 A^-2
  c3 formula = 2.2747065e+11 A^-3, ODE = 2.2747065e+11 A^-3
  normalized leading amplitude = 9.050273e+03 A^-1.5
  density at origin = 6.517987e+06 A^-3
  Q/P at R: n<=1 -0.290742, n<=3 -0.241182, n<=60 -0.24167221, ODE -0.24167221
2p1/2 sphere: kappa = 1, l = 1, lbar = 0, E = -24621.403 eV, point E = -24622.163 eV
  E-V0 = 2.431120e+07 eV, K = 1.257656e+04 A^-1
  c1 formula = 4.2793939e+03 A^-1 (2.264558e+03 bohr^-1), ODE = 4.2793939e+03 A^-1
  c2 formula = -2.6361624e+07 A^-2, ODE = -2.6361624e+07 A^-2
  c3 formula = -2.3076459e+11 A^-3, ODE = -2.3076459e+11 A^-3
  normalized leading amplitude = 1.063140e+03 A^-1.5
  density at origin = 8.994370e+04 A^-3
  kinetic-balance c1 = 1.726403e+02 A^-1, factor 1+(E-V0)/2c^2 = 24.78791
  Q/P at R: n<=1 3.291021, n<=3 3.919111, n<=60 3.91714977, ODE 3.91714977
2p3/2 sphere: kappa = -2, l = 1, lbar = 2, E = -22253.676 eV, point E = -22253.676 eV
  E-V0 = 2.431357e+07 eV, K = 1.257776e+04 A^-1
  c1 formula = -2.4642921e+03 A^-1 (-1.304047e+03 bohr^-1), ODE = -2.4642921e+03 A^-1
  c2 formula = -1.5819993e+07 A^-2, ODE = -1.5819993e+07 A^-2
  c3 formula = 1.4433044e+11 A^-3, ODE = 1.4433044e+11 A^-3
  normalized leading amplitude = 1.009978e+05 A^-2.5
  Q/P at R: n<=1 -0.174976, n<=3 -0.133996, n<=60 -0.13533652, ODE -0.13533652
1s1/2 Gaussian: kappa = -1, l = 0, lbar = 1, E = -96061.081 eV, point E = -96115.843 eV
  E-V0 = 2.884935e+07 eV, K = 1.487678e+04 A^-1
  c1 formula = -4.8733586e+03 A^-1 (-2.578870e+03 bohr^-1), ODE = -4.8733586e+03 A^-1
  c2 formula = -3.6886444e+07 A^-2, ODE = -3.6886444e+07 A^-2
  c3 formula = 5.9277411e+11 A^-3, ODE = 5.9277411e+11 A^-3
  normalized leading amplitude = 9.172161e+03 A^-1.5
  density at origin = 6.694737e+06 A^-3
Fermi kappa = -1: c4 formula = -2.4225e+10 A^-4, ODE = -2.4225e+10 A^-4
Fermi kappa = 1: c4 formula = 2.4225e+10 A^-4, ODE = 2.4225e+10 A^-4
Fermi kappa = -1: c4 R^4 = -6.158e-07, c1 R at E = point 1s = -0.29816
```
